\section*{Selected determinants need complete spin arrangements for a spin-invariant space}

\section{The argument under review}

The manuscript computes a singlet ground state by selected configuration interaction and defends its spin purity as follows.

\begin{quote}
The Hamiltonian commutes with $S^2$, and the exact ground state is a singlet. We keep every determinant that couples strongly to the current wavefunction. All of them have $M_S=0$, and each is kept together with its spin-flipped partner. Diagonalizing $H$ among the important determinants therefore gives a singlet.
\end{quote}

The premises are acceptable, but the conclusion does not follow. Diagonalization uses the projected Hamiltonian $PHP$, where $P$ projects onto the selected space, and $[H,S^2]=0$ does not imply $[PHP,S^2]=0$. The question to settle is which sets of determinants are compatible with $S^2$.

I assume a spin-free $H$, real orthonormal spatial orbitals common to both spins, and fixed numbers of $\alpha$ and $\beta$ electrons. Spin is in units of $\hbar$. A \emph{spatial occupation} states which orbitals are doubly occupied, singly occupied (open) or empty. An \emph{arrangement} assigns up (u) or down (d) to each open orbital at the given $M_S$.

\section{What $S^2$ does to a determinant}

Let $S_+=\sum_p a^\dagger_{p\alpha}a_{p\beta}$ and $S_-=S_+^\dagger$. Since $[S_x,S_y]=iS_z$,
\begin{align}
S_-S_+&=(S_x-iS_y)(S_x+iS_y)\nonumber\\
&=S_x^2+S_y^2+i[S_x,S_y]=S_x^2+S_y^2-S_z ,
\end{align}
and hence
\begin{equation}
S^2=S_-S_++S_z(S_z+1).
\label{eq:s2}
\end{equation}

Write each determinant orbital by orbital, with $a^\dagger_{p\alpha}$ to the left of $a^\dagger_{p\beta}$ in a doubly occupied orbital. The product $a^\dagger_{p\alpha}a_{p\beta}$ contains two fermion operators, so it passes the creation operators of other orbitals without a sign. In orbital $p$ it gives zero if there is no $\beta$ electron, and zero if the orbital is doubly occupied, because the $\alpha$ place is taken. For a lone $\beta$ electron,
\begin{equation}
a^\dagger_{p\alpha}a_{p\beta}\,a^\dagger_{p\beta}|0\rangle=+a^\dagger_{p\alpha}|0\rangle .
\end{equation}
Thus $S_+$ turns each open down spin up in turn, with coefficient $+1$. Likewise $S_-$ turns each open up spin down.

Apply $S_+$ at $p$ and then $S_-$ at $q$. If $q=p$, the original determinant returns, once for each of its $n_\downarrow$ open down spins. If $q\neq p$, an up spin at $q$ and a down spin at $p$ have been exchanged. Therefore
\begin{equation}
S^2|D\rangle=\left[M_S(M_S+1)+n_\downarrow\right]|D\rangle
+\sum_{p\in\downarrow}\sum_{q\in\uparrow}|D_{pq}\rangle ,
\label{eq:action}
\end{equation}
where the sums run over open orbitals and $D_{pq}$ is $D$ with these two spins exchanged.

Many codes place all $\alpha$ operators before all $\beta$ operators. To reach the order used here, each $\beta$ operator of orbital $q$ must pass every $\alpha$ operator of an orbital $p>q$. The coefficients then acquire the factor $(-1)^m$, where $m$ is the number of such pairs. All coefficients below include this phase.

\section{The condition on the space}

Suppose that the span of the selected determinants is invariant under $S^2$ and contains $D$. The determinants $D_{pq}$ in Eq.~(\ref{eq:action}) are distinct and all have coefficient $+1$, so nothing cancels. Each of them must be in the set.

Repeated exchanges reach every arrangement. Let $U$ and $U'$ be the sets of up orbitals in two arrangements with equal $M_S$. They have equal size, so as many orbitals lie in $U$ but not $U'$ as the reverse. Exchanging one orbital of each kind reduces that number by one, until $U$ has become $U'$. With $n$ open orbitals and $k$ up spins, invariance thus requires all $\binom{n}{k}$ arrangements. Conversely, Eq.~(\ref{eq:action}) changes neither the spatial occupation nor $M_S$, so a complete set is invariant.

Invariance means $S^2P=PS^2P$. The adjoint is $PS^2=PS^2P$, so $P$ and $S^2$ commute, and
\begin{align}
[PHP,S^2]&=PHPS^2-S^2PHP\nonumber\\
&=PHS^2P-PS^2HP=P[H,S^2]P=0 .
\end{align}
If $v$ is a nondegenerate eigenvector in the space, $S^2v$ has the same energy and must be proportional to $v$. Within a degenerate level, $S^2$ can be diagonalized separately.

Completeness is therefore necessary for invariance of the \emph{space}. It is not necessary for each individual state. Two singlet pairs, on orbitals 1,2 and 3,4, give
\begin{equation}
\tfrac12\left(\mathrm{udud}-\mathrm{uddu}-\mathrm{duud}+\mathrm{dudu}\right).
\end{equation}
$S_+$ is a sum over the two pairs and annihilates each, so by Eq.~(\ref{eq:s2}) this is a singlet. It uses four of the six arrangements; uudd and dduu are absent. An incomplete space can contain a singlet, but the energy minimization has no general reason to choose it.

\section{Why a coupling threshold splits the set}

Consider a double excitation $i,j\to a,b$ from a closed-shell determinant $\Phi_0$, with four different orbitals. Let
\begin{equation}
(pq|rs)=\iint \phi_p(1)\phi_q(1)\,r_{12}^{-1}\,\phi_r(2)\phi_s(2)\,d1\,d2 .
\end{equation}
Removing an $\alpha$ electron from $i$ leaves a $\beta$ electron there. With the open orbitals in the order $i,j,a,b$, the excitation $i\alpha\to a\alpha$, $j\beta\to b\beta$ therefore gives duud. Its exchange term vanishes because the spins are opposite. The three spin-flip pairs have these coupling sizes:
\begin{align}
\mathrm{uddu,\ duud}:&\quad |(ia|jb)|,\nonumber\\
\mathrm{udud,\ dudu}:&\quad |(ib|ja)|,\label{eq:coupling}\\
\mathrm{uudd,\ dduu}:&\quad |(ia|jb)-(ib|ja)|.\nonumber
\end{align}
In the last line both electrons have the same spin, so both integrals enter.

These three sizes cannot all be equal unless all are zero. If the first two equal $x>0$, the integrals are $\pm x$, and their difference has size $0$ or $2x$. When the couplings do not all vanish, there is thus a range of thresholds that accepts part of the set and rejects the rest in the first selection step. Nothing in the criterion requires later steps to fill the gap.

\section{The relation that truncation breaks}

At $M_S=0$, Eq.~(\ref{eq:s2}) gives
\begin{equation}
\langle S^2\rangle=\langle\Psi|S_-S_+|\Psi\rangle=\|S_+\Psi\|^2 ,
\label{eq:norm}
\end{equation}
so a state is a singlet if and only if $S_+\Psi=0$. For four open orbitals let $d_{rs}$ be the coefficient of the arrangement with down spins at $r$ and $s$. After $S_+$ acts, the determinant with a single down spin at $r$ has coefficient $\sum_{s\ne r}d_{rs}$. A singlet must satisfy
\begin{align}
d_{12}+d_{13}+d_{14}&=0, & d_{12}+d_{23}+d_{24}&=0,\nonumber\\
d_{13}+d_{23}+d_{34}&=0, & d_{14}+d_{24}+d_{34}&=0 .
\label{eq:four}
\end{align}
Adding the first two equations and subtracting the last two gives $2d_{12}-2d_{34}=0$. The analogous combinations give $d_{13}=d_{24}$ and $d_{14}=d_{23}$. Flip partners thus have equal coefficients. Calling these $c_1$ for uudd, $c_2$ for udud and $c_3$ for uddu, one condition remains:
\begin{equation}
c_1+c_2+c_3=0 .
\label{eq:sum}
\end{equation}
If one pair is missing, the other two must have opposite coefficients. If two are missing, the third must vanish, however strongly it couples to $\Phi_0$.

If the partners have equal coefficients but Eq.~(\ref{eq:sum}) fails, all four components of $S_+\Psi$ in this occupation equal $c_1+c_2+c_3$. By Eq.~(\ref{eq:norm}) the occupation contributes
\begin{equation}
\langle S^2\rangle_{\rm occ}=4(c_1+c_2+c_3)^2 .
\label{eq:contrib}
\end{equation}
Contributions of different occupations add, because $S_+$ preserves the spatial occupation and their images are orthogonal.

The same mechanism occurs for odd electron number. With three open orbitals and $M_S=\tfrac12$ there are three arrangements, each with one down spin. $S_+$ sends them all to uuu, so $\langle S^2\rangle_{\rm occ}=\tfrac34\sum_l c_l^2+(\sum_l c_l)^2$. A doublet needs $\sum_l c_l=0$, and a missing arrangement again constrains the others. Here a spin flip changes $M_S$, so flip partners cannot help.

\section{What the flip partners achieve}

The manuscript's flip symmetry has a real but limited effect. Let $R$ be a rotation of all spins by $\pi$ about $y$, so that $\alpha\to\beta$ and $\beta\to-\alpha$. A state with integer $S$ and $M_S=0$ transforms like the Legendre polynomial $P_S(\cos\theta)$. The rotation reverses $\cos\theta$, which gives the factor $(-1)^S$. A closed-shell determinant is unchanged by $R$.

If the set is closed under spin flips, $PHP$ commutes with $R$. A nondegenerate ground state that overlaps $\Phi_0$ then has $R=+1$ and contains even $S$ only. Triplets are excluded, but quintets are not. For two open shells at $M_S=0$ the flip pair is the complete set. For four it is two arrangements out of six, and for six it is two out of twenty.

\section{Completion by bit permutation}

Let $a$ and $b$ be the $\alpha$ and $\beta$ occupation strings, with orbital 1 as the lowest bit. The doubly occupied and open orbitals are
\begin{equation}
D=a\,\&\,b,\qquad O=a\oplus b ,
\end{equation}
where $\&$ is bitwise AND and $\oplus$ is exclusive OR. Let $n$ be the number of ones in $O$ and $k$ the number in $a\,\&\,O$. The task is to list all $n$-bit words with $k$ ones. Start with the $k$ lowest bits set, and from a nonzero word $v$ form
\begin{equation}
c=v\,\&\,(-v),\quad r=v+c,\quad
v'=\left\lfloor\frac{(r\oplus v)\gg2}{c}\right\rfloor \mathbin{|} r ,
\label{eq:bits}
\end{equation}
where $\gg2$ shifts right by two places and $|$ is bitwise OR.

To see why this works, let the lowest run of ones in $v$ have length $m$ and begin at bit $t$, counted from zero. Then $c=2^t$. The addition clears the run and sets bit $t+m$, so $r\oplus v$ has $m+1$ ones starting at bit $t$. The shift and the division together move them right by $t+2$ places, which leaves $m-1$ ones at the bottom. One bit has moved up and the others have dropped to the lowest places, so $v'$ is the next larger word with $k$ ones. The process stops when $v'$ needs more than $n$ bits. For $k=0$ the single word is zero, and no step is taken.

Each word is then spread over the positions of the ones in $O$. If the result is $w$, the new strings are
\begin{equation}
a'=D\,|\,w,\qquad b'=D\,|\,(O\oplus w).
\end{equation}

As an example, take orbital 1 doubly occupied, orbitals 2 to 5 in arrangement uddu, and orbital 6 empty. Then $a=010011$, $b=001101$, $D=000001$, $O=011110$, $n=4$ and $k=2$. The words are $0011$, $0101$, $0110$, $1001$, $1010$ and $1100$. The second gives $w=001010$, hence $a'=001011$ and $b'=010101$, which is udud. For all 4096 determinants of six orbitals, the sets made in this way were tested against the sets connected by an $S^2$ built from fermion operators, and they agree.

\section{A hydrogen chain as a test}

The manuscript's procedure can be examined on a linear chain of six hydrogen atoms with spacing 1.5~\AA, in the STO-3G basis with RHF orbitals. There are 400 determinants with $M_S=0$. Selection starts from the RHF determinant and adds $D$ whenever $\max_I|H_{DI}c_I|>\epsilon$, until no more qualify. The reference is full CI in the same minimal basis, $-2.995565\,E_{\rm h}$; it leaves out everything a larger basis would add. In 6-31G the full CI energy is 168~m$E_{\rm h}$ lower, so the numbers below illustrate the mechanism and are not converged properties of the chain.

At $\epsilon=0.05\,E_{\rm h}$, 22 determinants are selected. They are closed under spin flip, yet 5 of the 15 spatial occupations are incomplete. The ground state has singlet weight 0.9568 and quintet weight 0.0432, with no triplet, as the flip argument requires. Since $S(S+1)=6$ for a quintet, $\langle S^2\rangle=6\times0.04316=0.259$.

The largest contribution from a double excitation with four open shells comes from the occupation with orbitals 2, 3, 4 and 5 open:
\begin{center}
\begin{tabular}{lcccc}
 & coupling ($E_{\rm h}$) & selected & completed & full CI\\
uudd & 0.0324 & 0 & $-0.0618$ & $-0.0527$\\
udud & 0.0492 & 0 & $-0.0852$ & $-0.1066$\\
uddu & 0.0816 & $0.1987$ & $0.1469$ & $0.1592$
\end{tabular}
\end{center}
The couplings follow Eq.~(\ref{eq:coupling}): $0.0816-0.0492=0.0324$. Only the last pair exceeds the threshold. (The sizes depend on the basis: in 6-31G they are 0.029, 0.026 and $0.054\,E_{\rm h}$ in the same order, and again only the last exceeds $0.05\,E_{\rm h}$.) With two pairs absent, a singlet would need $c_3=0$, but the minimization gives $c_3=0.1987$. Equation~(\ref{eq:contrib}) yields $4\times0.1987^2=0.158$, which is 61\% of the total $\langle S^2\rangle$. The omitted coefficients are not negligible either: in full CI one of them is $-0.107$. After completion the three coefficients sum to zero.

The results for all four thresholds are as follows. $N$ is the number of determinants and $\Delta E$ the energy above full CI; arrows lead from the selected to the completed space.
\begin{center}
\begin{tabular}{cccc}
$\epsilon$ ($E_{\rm h}$) & $N$ & $\langle S^2\rangle$ selected & $\Delta E$ (m$E_{\rm h}$)\\
0.05 & $22\to40$ & 0.259 & $64.6\to49.1$\\
0.02 & $46\to52$ & 0.007 & $33.3\to32.0$\\
0.01 & $87\to113$ & 0.030 & $11.5\to8.0$\\
0.005 & $160\to180$ & 0.004 & $1.5\to0.5$
\end{tabular}
\end{center}
In every completed space $\langle S^2\rangle$ vanishes to numerical precision. The energy cannot rise, because the completed space contains the selected one. The completed space also has more determinants, so the table does not show that completion is the best use of a fixed number of them.

A tighter threshold is not a reliable cure. The contamination rises from 0.007 to 0.030 when $\epsilon$ is lowered from 0.02 to $0.01\,E_{\rm h}$. The occupation examined above is complete at $0.02\,E_{\rm h}$, since all its couplings to the starting determinant exceed that value. Other occupations enter only in part, however: 3 are incomplete at $0.02\,E_{\rm h}$ and 7 at $0.01\,E_{\rm h}$. Lowering $\epsilon$ does not bring in all 400 determinants: selection from the RHF determinant keeps the inversion symmetry of the chain and ends at the 200 determinants of that symmetry. All arrangements of one occupation share its spatial symmetry, so this set is complete and the contamination vanishes there, but the approach need not be monotonic.

At $\epsilon=0.05\,E_{\rm h}$ the next higher roots suffer more than the ground state. The second to fourth roots of the selected space have $\langle S^2\rangle=0.57$, 1.43 and 1.00, none of which is close to an allowed $S(S+1)$. After completion they are 6, 0 and 6. These are proper spin states of the small space, but that space was selected for the ground state, so they should not be read as the spectrum of the chain.

A cut at a fixed number of determinants can also separate flip partners. To make the effect visible, I remove from the 22 determinants the one with the largest coefficient among those with open shells; a real cut would drop the least important determinants first. The new ground state has triplet weight 0.0208 and quintet weight 0.0216. Then $\langle S^2\rangle=2\times0.0208+6\times0.0216=0.171$. This is below the earlier 0.259, although a further symmetry has been lost. A smaller $\langle S^2\rangle$ is thus no proof of a better-formed space. The numerical output gives further digits.

\section{Requested correction}

The claim of spin purity should be withdrawn for the selected space as it stands. The remedy is to complete every selected spatial occupation before the final diagonalization, or after each selection step if the intermediate wavefunctions should also be spin eigenfunctions. Completion makes the roots spin eigenfunctions; it does not make the lowest root a singlet. For the same chain at a spacing of 2.5~\AA\ and $\epsilon=0.05\,E_{\rm h}$, the lowest root of the completed space of 44 determinants is a quintet, although the full CI ground state is a singlet. The singlet root must therefore be identified by its $\langle S^2\rangle$. The cost is largest for many open shells at low $M_S$, where $\binom{n}{k}$ grows quickly. Closed-shell determinants, and those whose open spins are all parallel, need no additions.

Two assumptions should be stated with the corrected claim. If $\alpha$ and $\beta$ electrons have different spatial orbitals, $S_+$ no longer acts within one occupation as in Eq.~(\ref{eq:action}), and permuting bits does not in general close the space. If $H$ contains spin--orbit coupling, $[H,S^2]$ is in general nonzero, and total spin is not a good quantum number even in full CI.

\section*{Computed values}
\begin{verbatim}
H6 chain, spacing 1.5 angstrom, STO-3G, orbitals: 6
determinants with M_S=0: 400
RHF energy: -2.750150 Eh; full CI energy: -2.995565 Eh
arrangements for 2, 4, 6 open shells at M_S=0: 2 6 20
threshold 0.05 Eh: occupations 15, incomplete 5
  selected:   22 dets, E = -2.930916 Eh, <S2> = 0.258945 hbar^2
  completed:  40 dets, E = -2.946446 Eh, <S2> = 0.000000 hbar^2
  energy lowering by completion: 15.5301 mEh
threshold 0.02 Eh: occupations 22, incomplete 3
  selected:   46 dets, E = -2.962253 Eh, <S2> = 0.006948 hbar^2
  completed:  52 dets, E = -2.963530 Eh, <S2> = 0.000000 hbar^2
  energy lowering by completion: 1.2774 mEh
threshold 0.01 Eh: occupations 41, incomplete 7
  selected:   87 dets, E = -2.984082 Eh, <S2> = 0.029757 hbar^2
  completed: 113 dets, E = -2.987611 Eh, <S2> = 0.000000 hbar^2
  energy lowering by completion: 3.5295 mEh
threshold 0.005 Eh: occupations 64, incomplete 8
  selected:  160 dets, E = -2.994062 Eh, <S2> = 0.004123 hbar^2
  completed: 180 dets, E = -2.995024 Eh, <S2> = 0.000000 hbar^2
  energy lowering by completion: 0.9617 mEh
closer look at threshold 0.05 Eh
selected ground state, weights of S=0,1,2,3: 0.956842 0.000000 0.043158 0.000000
<S2> of lowest 4 roots, selected:  0.2589 0.5743 1.4254 0.9957
<S2> of lowest 4 roots, completed: 0.0000 6.0000 0.0000 6.0000
<S2> from four-open-shell occupations: 0.258945 hbar^2
occupation with open orbitals 2,3,4,5: kept 2 of 6, adds 0.157920 hbar^2
  spins (u/d), |coupling to RHF| in Eh, kept, phased coefficients:
  uudd 0.03236 no  selected -0.00000 completed -0.06175 full CI -0.05268
  udud 0.04919 no  selected +0.00000 completed -0.08517 full CI -0.10655
  uddu 0.08156 yes selected +0.19870 completed +0.14692 full CI +0.15923
  sum of the three: selected +0.19870, completed 0.00000, full CI 0.00000
nonempty subsets tested: 63; sizes of invariant ones: [6]
two singlet pairs: 4 determinants, <S2> = 0.000000 hbar^2
one flip partner removed, weights of S=0,1,2,3: 0.957554 0.020818 0.021628 0.000000
  <S2> = 0.171406 hbar^2
\end{verbatim}
